\section*{Back-switching of written ferroelectric hysterons at zero applied voltage}

When the charge available for reading a ferroelectric memory capacitor is estimated from a distribution of switching fields, one has to decide whether the means and widths of the distribution are enough, or whether the write voltage must enter as well. If every hysteron has been written, and the mean coercive field is several times the width of its distribution, a single Gaussian probability gives the fraction lost on returning to zero voltage with a small absolute error, although a very small loss can still be off by a large factor. If the write pulse leaves some hysterons unswitched, the lost fraction generally depends on which ones it reached. In the example below, the full-writing formula overstates the loss by about 6\% of its value at 2.5 V, and by a factor of about 2.5 at 1 V.

The film is described as a large set of hysterons, two-state elements that contribute equally to the polarization and do not interact. Each has a coercive field $c>0$ and a loop centre $b$. In a film field $E$ it obeys the rule
\begin{equation}
\text{up if }E\ge b+c,\qquad \text{down if }E\le b-c,
\end{equation}
and keeps its state in between. The centre $b$ expresses the internal bias: the local field is $E-b$, and switching occurs when this reaches $\pm c$. A positive $b$ is thus a built-in field $-b$ that opposes the up state. For the moment, zero applied voltage means $E=0$, and the thresholds do not depend on time.

The two parameters are independent. The centre has a Gaussian density $h(b)$ with mean $m_b$ and standard deviation $s_b$. The coercive field is given a Gaussian density $g(c)$ with mean $m_c$ and standard deviation $s_c$, but a negative $c$ would place the up threshold below the down threshold, which has no meaning for a hysteron. The Gaussian is therefore cut at zero, and its density becomes $g(c)/Z$ for $c>0$, with
\begin{equation}
Z=\int_0^\infty g(c)\,dc=\Phi\!\left(\frac{m_c}{s_c}\right).
\end{equation}
Here $\Phi$ is the standard normal distribution function and $\varphi=\Phi'$ its density; $m_c$ and $s_c$ belong to the Gaussian before the cut.

A strong negative field first puts all hysterons down. The field then rises to the peak $E_w>0$ and returns to zero. On the rise, a hysteron goes up when the field passes $b+c$, so it is up at the peak if
\begin{equation}
b+c\le E_w .
\label{written}
\end{equation}
These are the written hysterons. On the way back, a written hysteron goes down when the field falls to $b-c$. That happens before or at zero field if
\begin{equation}
b-c\ge 0 .
\label{lost}
\end{equation}
The threshold does lie on the return path, since $b-c<b+c\le E_w$. A hysteron is lost, in short, when the built-in field opposing its state is at least as large as its coercive field.

For a given $c$, conditions (\ref{written}) and (\ref{lost}) require $c\le b\le E_w-c$. This interval exists if $c\le E_w/2$. In the $(c,b)$ plane the lost hysterons fill the triangle with corners $(0,0)$, $(0,E_w)$ and $(E_w/2,E_w/2)$. Integrating the density over $b$ first gives
\begin{equation}
\int_c^{E_w-c}h(b)\,db=\Phi\!\left(\frac{E_w-c-m_b}{s_b}\right)-\Phi\!\left(\frac{c-m_b}{s_b}\right),
\end{equation}
and the lost fraction of all hysterons is
\begin{equation}
N=\frac1Z\int_0^{E_w/2}g(c)\left[\Phi\!\left(\frac{E_w-c-m_b}{s_b}\right)-\Phi\!\left(\frac{c-m_b}{s_b}\right)\right]dc .
\label{N}
\end{equation}
The written fraction needs condition (\ref{written}) alone, so that $b$ runs from $-\infty$ to $E_w-c$ and $c$ over all positive values:
\begin{equation}
W=\frac1Z\int_0^\infty g(c)\,\Phi\!\left(\frac{E_w-c-m_b}{s_b}\right)dc .
\label{W}
\end{equation}
The fraction of written hysterons that switch back is
\begin{equation}
R=\frac NW .
\label{R}
\end{equation}

The word ``written'' could also be restricted to hysterons flipped by the positive pulse itself. Those with $b+c\le0$ are already up when the field has returned from negative saturation to zero, and they make up the fraction $W(0)$, which is (\ref{W}) at $E_w=0$. They have $b\le-c<0$, so none of them satisfies (\ref{lost}). The numerator is unchanged and the ratio becomes
\begin{equation}
R_{\rm pulse}=\frac{N}{W(E_w)-W(0)} .
\end{equation}

For a weak pulse the triangle shrinks towards the origin, where the density is nearly constant. Its area is $\int_0^{E_w/2}(E_w-2c)\,dc=E_w^2/4$, so to leading order
\begin{equation}
N\simeq\frac{g(0)\,h(0)}{4Z}\,E_w^2 .
\end{equation}
Since $W$ tends to the nonzero value $W(0)$, $R$ vanishes as $E_w^2$. A small $R$ can therefore accompany a pulse that has written very little.

A closed form follows if the cut at $c=0$ is dropped. Define $U=b+c$ and $D=b-c$. As linear combinations of independent Gaussian variables they are jointly Gaussian, with means $m_b+m_c$ and $m_b-m_c$. Both have the variance
\begin{equation}
S^2=s_b^2+s_c^2 ,
\end{equation}
and their covariance is
\begin{equation}
\mathrm{Cov}(b+c,\,b-c)=\mathrm{Var}\,b-\mathrm{Cov}(b,c)+\mathrm{Cov}(c,b)-\mathrm{Var}\,c=s_b^2-s_c^2 .
\end{equation}
With the scaled quantities
\begin{equation}
u=\frac{E_w-m_b-m_c}{S},\qquad d=\frac{m_b-m_c}{S},\qquad \rho=\frac{s_b^2-s_c^2}{S^2},
\end{equation}
the condition $U\le E_w$ has probability $\Phi(u)$. The condition $D<0$ says that the standardized $D$ lies below $(0-m_b+m_c)/S=-d$. Let $\Phi_2(x,y;\rho)$ be the probability that two standard normal variables with correlation $\rho$ lie below $x$ and $y$. The written hysterons that stay up then have probability $\Phi_2(u,-d;\rho)$, and the lost share is
\begin{equation}
R_0=\frac{\Phi(u)-\Phi_2(u,-d;\rho)}{\Phi(u)}=1-\frac{\Phi_2(u,-d;\rho)}{\Phi(u)} .
\label{R0}
\end{equation}
The same result can be written as a single integral. If the standardized $U$ has the value $v$, the standardized $D$ is Gaussian with mean $\rho v$ and variance $1-\rho^2$. The probability that it exceeds $-d$ is
\begin{equation}
q(v)=\Phi\!\left(\frac{d+\rho v}{\sqrt{1-\rho^2}}\right),
\end{equation}
and averaging over the written range gives
\begin{equation}
R_0=\frac{1}{\Phi(u)}\int_{-\infty}^{u}\varphi(v)\,q(v)\,dv .
\label{single}
\end{equation}

The error of dropping the cut can be bounded. Let $e$ be the probability that the uncut distribution assigns to $c\le0$ together with $U\le E_w$, and $a$ the part of it that also has $D\ge0$. Then $0\le a\le e\le 1-Z$. The uncut numerator is $ZN+a$ and the uncut denominator is $\Phi(u)=ZW+e$. With $N=RW$,
\begin{equation}
R_0-R=\frac{ZRW+a-R(ZW+e)}{\Phi(u)}=\frac{a-Re}{\Phi(u)} .
\end{equation}
The numerator lies between $-Re$ and $(1-R)e$, so its magnitude is at most $e$, and
\begin{equation}
|R_0-R|\le\frac{1-Z}{\Phi(u)}=\frac{\Phi(-m_c/s_c)}{\Phi(u)} .
\label{bound}
\end{equation}
This limits the absolute error. When $R$ itself is as small as the right-hand side, the closed form may be wrong by a large factor, and (\ref{N})--(\ref{R}) should be used.

For full writing, $u\to\infty$, so that $\Phi(u)\to1$ and $\Phi_2(u,-d;\rho)\to\Phi(-d)=1-\Phi(d)$. Hence
\begin{equation}
R_0\to\Phi(d)=\Phi\!\left(\frac{m_b-m_c}{\sqrt{s_b^2+s_c^2}}\right).
\label{full}
\end{equation}
For $m_b<m_c$, broadening either distribution increases this uncut limit, because it puts a larger share of the distribution beyond the threshold $b=c$. With the cut, the loss after full writing can instead fall as $s_c$ grows, once $s_c$ is comparable with $m_c$.

The approach to this limit depends on which distribution is broader. Differentiating (\ref{single}) by the quotient rule gives
\begin{equation}
\frac{dR_0}{du}=\frac{\varphi(u)q(u)}{\Phi(u)}-\frac{\varphi(u)}{\Phi(u)^2}\int_{-\infty}^u\varphi(v) q(v)\,dv
=\frac{\varphi(u)}{\Phi(u)}\,\bigl[q(u)-R_0\bigr].
\end{equation}
By (\ref{single}), $R_0$ is the average of $q(v)$ over $v<u$. If $s_b>s_c$, then $\rho>0$, $q$ increases with $v$, and $q(u)$ exceeds that average: $R_0$ rises with the write field. If $s_b<s_c$, it falls. If the widths are equal, $q=\Phi(d)$ for every $v$, and $R_0$ does not depend on the write field. The reason is that hysterons reached late have a large $b+c$. When the bias is the broader variable they tend to owe this to a large $b$, which makes them unstable at zero field; when the coercive field is broader, they tend to owe it to a large $c$, which makes them stable. These trends belong to the uncut form. With the cut, $R$ vanishes for weak writing whatever the widths, so a falling trend cannot persist down to $E_w=0$.

A second limit shows the role of the peak field directly. Let $s_c\to0$, so that all hysterons share the coercive field $m_c$. The integrals over $c$ then pick out $c=m_c$, and for $E_w>2m_c$
\begin{equation}
R=1-\frac{\Phi\bigl((m_c-m_b)/s_b\bigr)}{\Phi\bigl((E_w-m_c-m_b)/s_b\bigr)},
\end{equation}
whereas $R=0$ for $E_w<2m_c$. A hysteron that is unstable at zero has $b\ge m_c$ and needs at least the field $2m_c$ to be written at all.

The opposite state needs no new integral. After positive saturation and a negative peak $-E_w$, a hysteron is written down if $b-c\ge-E_w$ and returns up if $b+c\le0$. In terms of $b'=-b$ these conditions read $b'+c\le E_w$ and $b'-c\ge0$, which are (\ref{written}) and (\ref{lost}) again. The loss of the down state is therefore $R$ with $m_b$ replaced by $-m_b$. Imprint, taken here as a shift of $m_b$ at fixed widths, destabilizes one state and stabilizes the other. For full writing and negligible tail its effect on the up state is
\begin{equation}
\frac{dR_0}{dm_b}=\frac{\varphi(d)}{S}.
\label{slope}
\end{equation}

As an example, take a 10 nm hafnium--zirconium oxide film written at 2.5 V, so that $E_w=2.5$ MV/cm. Let $m_c=1.20$, $s_c=0.35$, $m_b=0.20$ and $s_b=0.45$ MV/cm, with a saturation polarization $P_s=20\ \mu$C/cm$^2$. Then $S=\sqrt{0.45^2+0.35^2}=0.570$ MV/cm, and
\begin{equation}
u=\frac{2.5-1.4}{0.570}=1.93,\qquad d=\frac{0.2-1.2}{0.570}=-1.75,\qquad \rho=\frac{0.2025-0.1225}{0.325}=0.246 .
\end{equation}
The integrals (\ref{N}) and (\ref{W}) give $N=0.0365$ and $W=0.9732$, so
\begin{equation}
R=\frac{0.0365}{0.9732}=3.75\% .
\end{equation}
As a test, 999\,700 hysterons drawn from the cut distribution were driven through the whole field path by the switching rule. Of those written, 3.71\% switched back, about two standard errors of the sample below the integral. Counting only hysterons flipped by the pulse removes $W(0)=0.69\%$ from the denominator and gives 3.78\%. The closed form (\ref{R0}) gives 3.77\%; its difference of 0.02 percentage points from $R$ respects the bound of 0.03.

Each lost hysteron changes its polarization contribution from $+P_s$ to $-P_s$, so the lost switched polarization is $2P_sN=40\times0.0365=1.46\ \mu$C/cm$^2$. The linear dielectric response, which also relaxes when the voltage is removed, is not part of this number.

With the distribution held fixed, the write voltage acts as follows:
\begin{center}
\begin{tabular}{ccc}
Voltage (V) & $W$ (\%) & $R$ (\%)\\
1.0 & 24.1 & 1.60\\
1.5 & 57.0 & 2.45\\
2.0 & 85.4 & 3.25\\
2.5 & 97.3 & 3.75\\
3.0 & 99.8 & 3.92
\end{tabular}
\end{center}
The rise of $R$ is the behaviour derived for $s_b>s_c$, and the values come close to $\Phi(d)=3.97\%$, the full-writing limit of the uncut form. The low loss at 1 V is no advantage, since three quarters of the hysterons were never written.

At 2.5 V the down state loses 0.68\%, against 3.75\% for the up state. If imprint moves $m_b$ from 0.2 to 0.4 MV/cm, the up-state loss grows to 7.4\%, and at 0.6 MV/cm it is 13.2\%. The slope (\ref{slope}) at the starting point is 15 percentage points per MV/cm, which would predict an increase of 3.0 points for the first step; the actual increase is 3.7 points. For full writing, the growth of $\varphi(d)$ as $d$ approaches zero from below would make it 4.1 points; incomplete writing at 2.5 V takes back part of this. The down-state loss at $m_b=0.6$ MV/cm is 0.075\%. There the bound (\ref{bound}) is no longer small beside the result, and the cut formula is the one to trust.

These parameters are rough typical values for such a capacitor: a film near 10 nm, a coercive field near 1 MV/cm and a switchable polarization of some tens of $\mu$C/cm$^2$. The two widths vary with processing and cycling and should be taken from the device at hand. Two assumptions that real devices can break are zero film field at zero voltage and thresholds independent of time. A failure of either can change the loss by more than the entire effect of incomplete writing at 2.5 V.

Consider first a non-ferroelectric interface layer of thickness $t_l$ and permittivity $\epsilon_l$ in series with a film of thickness $t_f$ and permittivity $\epsilon_f$. Without charge at their boundary, continuity of the displacement and zero total voltage require
\begin{equation}
\epsilon_0\epsilon_fE+P=\epsilon_0\epsilon_lE_l,\qquad t_fE+t_lE_l=0 .
\end{equation}
Substituting $E_l=-t_fE/t_l$ into the first equation gives
\begin{equation}
E=-\frac{P\,t_l}{\epsilon_0(\epsilon_lt_f+\epsilon_ft_l)} .
\end{equation}
The film rests at a negative field, and the loss condition becomes $b-c\ge E$. As hysterons switch back, $P$ and the opposing field fall, so the two must be found together. For $t_l=0.3$ nm and both permittivities equal to 30, with the peak film field held at 2.5 MV/cm, the solution is $E=-0.18$ MV/cm and $R=7.1\%$, nearly twice the ideal value. Keeping that peak field takes 2.79 V. The layer would then carry 9.6 MV/cm, well above a rough breakdown field of 4 MV/cm for the film, but across 0.3 nm this is a drop of only 0.29 V, and a bulk breakdown field does not apply to so thin a layer. Charge can tunnel through such a layer and collect at the boundary, so some compensation is likely, and 7.1\% should be read as the estimate for no compensation. It also depends strongly on the layer: with $\epsilon_l=10$ the same calculation gives 14.6\%.

Time matters because a field below the coercive field can still switch a hysteron if it acts long enough. Take a nucleation law in which the switching time is $t=t_0\exp[(E_a/E)^2T_0/T]$, where $E$ now stands for the magnitude of the local field, which is $|b|$ at zero film field, and $E_a$ is proportional to each hysteron's $c$. Solving for $E$ and dividing by the value at the loop time $t_{\rm loop}$ and temperature $T_0$ shows that $c$ is reduced by the factor
\begin{equation}
\sigma=\sqrt{\frac{T_0}{T}\,\frac{\ln(t_{\rm loop}/t_0)}{\ln(t/t_0)}} ,
\end{equation}
and the loss condition becomes $b\ge\sigma c$. With $t_0=10^{-10}$ s, $t_{\rm loop}=10^{-4}$ s and a wait of $10^5$ s at 300 K, $\sigma=\sqrt{6/15}=0.63$ and the loss rises to 12.3\%. Heating to 358 K after writing, for the loop time alone, gives $\sigma=0.915$ and 4.9\%. These numbers depend on the assumed law: with the exponent 1 in place of 2, the same wait gives $\sigma=0.40$ and a loss of 26\%. The thresholds also refer to the loop time; with the exponent 2, a write pulse of 1 $\mu$s raises $c$ by a factor of 1.22 and writes 91\% of the hysterons instead of 97\%. The 3.75\% is thus the prompt back-switching, and long-term retention is a different quantity.

Independence of $b$ and $c$ matters as well. With a correlation coefficient $r$, the variance of $b-c$ becomes $S^2-2rs_bs_c$. A positive $r$ narrows the distribution about its negative mean and leaves less of it above zero: $R$ is 1.7\% for $r=0.3$ and 6.0\% for $r=-0.3$, with means and widths unchanged. A measured joint distribution should therefore be examined for correlation before its two marginal widths are used.

In a small capacitor the number of hysterons is limited. If each grain is one independent hysteron, a square of side 100 nm with 10 nm grains holds $n=100$ of them, and the standard deviation of the lost fraction between capacitors is approximately
\begin{equation}
\sqrt{\frac{R(1-R)}{nW}}=\sqrt{\frac{0.0375\times0.9625}{97.3}}=1.9\% ,
\end{equation}
in absolute terms, half of $R$ itself. Tunnelling through an ideal 2 eV barrier with an effective mass of 0.2 electron masses passes about $2\times10^{-8}\ \mu$C/cm$^2$ in a 1 $\mu$s pulse at zero temperature and about $6\times10^{-8}\ \mu$C/cm$^2$ at 300 K, which is negligible beside the lost 1.46 $\mu$C/cm$^2$. The estimate depends exponentially on both rough values: a barrier of 1.7 eV with a mass of 0.1 would pass about 0.4 $\mu$C/cm$^2$. Leakage through defects is not covered by it. The write field is about 0.6 of the rough breakdown field. The full set of values is in the numerical output.

\section*{Computed values}
\begin{verbatim}
film thickness 10.0 nm, write voltage 2.50 V
peak field Ew = 2.50 MV/cm
coercive field: mean 1.20, width 0.35 MV/cm
loop centre: mean 0.20, width 0.45 MV/cm
saturation polarization Ps = 20.0 uC/cm2
combined width S = 0.5701 MV/cm
u = 1.9295, d = -1.7541, rho = 0.2462
written fraction W = 0.97316
lost fraction of all hysterons N = 0.03650
back-switched fraction R = 3.751 %
R from 999700 driven relays = 3.714 %
already up at zero field W(0) = 0.691 %
R counting only pulse-flipped hysterons = 3.777 %
R without cut (bivariate) = 3.772 %
bound on effect of cut = 0.031 % points
full-writing limit Phi(d) = 3.971 %
R of opposite (down) state = 0.678 %
lost switched polarization 2 Ps N = 1.460 uC/cm2
imprint slope = 15.03 % points per MV/cm
write 1.0 V: W = 24.12 %, R = 1.601 %
write 1.5 V: W = 56.95 %, R = 2.454 %
write 2.0 V: W = 85.37 %, R = 3.249 %
write 2.5 V: W = 97.32 %, R = 3.751 %
write 3.0 V: W = 99.75 %, R = 3.921 %
mean centre 0.0 MV/cm: up R 1.692 %, down R 1.692 %
mean centre 0.2 MV/cm: up R 3.751 %, down R 0.678 %
mean centre 0.4 MV/cm: up R 7.426 %, down R 0.240 %
mean centre 0.6 MV/cm: up R 13.219 %, down R 0.075 %
layer 0.3 nm, permittivities film 30, layer 30
film field at 0 V with layer = -0.1771 MV/cm
R with depolarization = 7.12 %
layer field at peak = 9.63 MV/cm
voltage for same peak film field = 2.789 V
t0 = 1e-10 s, loop time = 1e-04 s, wait = 1e+05 s
after wait at 300 K: c factor 0.6325, R 12.35 %
loop time at 358 K: c factor 0.9154, R 4.88 %
correlation +0.3: R = 1.68 %
correlation -0.3: R = 5.96 %
capacitor side 100 nm, grain 10 nm: 100 grains
standard deviation of R between capacitors = 1.93 % points
barrier 2.0 eV, mass 0.2 m_e, pulse 1e-06 s
tunnelling current density = 2.29e-08 A/cm2
tunnelling charge in pulse = 2.29e-08 uC/cm2
peak field / rough breakdown field 4 MV/cm = 0.625
\end{verbatim}
